# Point-group symmetry breaking in real restricted Hartree–Fock theory, part 1

(Sections cited here and not found follow in the second part.)

**Must Hartree–Fock orbitals carry point-group labels?**

They need not. The Hamiltonian commutes with the point group \(G\) of the nuclei, but the Fock operator is built from the density matrix \(P\) and is guaranteed to commute with \(G\) only if \(P\) does. An invariant \(P\) gives an invariant Fock operator, whose whole shells give an invariant \(P\) again, so symmetry is preserved around the self-consistent loop without being required by the variational principle. A symmetry-constrained optimum is always a stationary point of the full problem. Its stability matrix

\[ M_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi) \]

is block-diagonal in the irreducible representations (irreps) of \(G\), and one negative eigenvalue in a block that is not totally symmetric shows that the point is not a minimum and that a Hartree–Fock solution of lower energy exists. That solution is certainly of broken symmetry if the point is the lowest invariant determinant. For a regular hexagon of six hydrogen atoms with side 3.2 Å in the STO-3G basis the \(b_{2u}\) eigenvalue is \(-0.0122\) hartree, and a solution with alternating bonds lies 0.00271 hartree (0.074 eV) below the \(D_{6h}\) one. These magnitudes belong to the minimal basis: at the same geometry the eigenvalue is still negative but only \(-0.0012\) hartree in cc-pVDZ and \(-0.0005\) hartree in cc-pVTZ, and the lowering in cc-pVDZ is 0.00003 hartree.

## Conventions

The wave function is a closed-shell determinant of \(n\) real, doubly occupied spatial orbitals (real restricted Hartree–Fock, RHF) in a finite basis that \(G\) maps onto itself. The basis is orthonormalised with \(S^{-1/2}\), \(S\) being the overlap matrix, and \(g\in G\) acts on it by an orthogonal matrix \(D(g)\). The columns of the orthogonal matrix \(C\) hold the orbitals, occupied ones (\(i,j\)) first as \(C_o\), virtual ones (\(a,b\)) after. Energies are in hartree (Eh) unless marked, and \((pq|rs)\) is the repulsion of the distributions \(pq\) and \(rs\).

The closed-shell energy is \(2\sum_i h_{ii}+\sum_{ij}[2(ii|jj)-(ij|ij)]+E_{\rm nuc}\). With \(P=2C_oC_o^{T}\), each sum \(\sum_i C_{pi}C_{qi}\) equals \(P_{pq}/2\), so

\[ E[P]=\operatorname{tr}Ph+W(P,P)+E_{\rm nuc},\qquad W(P,Q)=\tfrac12\operatorname{tr}P\,\mathcal G[Q], \]
\[ \mathcal G[Q]_{pq}=\sum_{rs}Q_{rs}\big[(pq|rs)-\tfrac12(pr|qs)\big]. \]

\(W\) is bilinear, and symmetric in its two arguments because \((pq|rs)=(rs|pq)=(qp|rs)\). Expanding it gives, exactly, for any symmetric \(\delta\),

\[ E[P+\delta]=E[P]+\operatorname{tr}F[P]\,\delta+W(\delta,\delta),\qquad F[P]=h+\mathcal G[P]. \tag{1} \]

A determinant is called invariant if \(D(g)PD(g)^T=P\) for all \(g\). A symmetry operation leaves \(h\) and the integrals unchanged when applied to all their indices, so \(E[DPD^T]=E[P]\), \(W(DPD^T,DQD^T)=W(P,Q)\), and, as proved below, \(F[DPD^T]=DF[P]D^T\).

## The counter-example: the H\(_6\) hexagon

**The symmetric solution.** Atoms \(j=0,\dots,5\) sit on a regular hexagon of side \(R\) with one \(s\) function each. The molecular plane leaves these functions unchanged, so \(D_{6h}\) acts through twelve permutations: rotations \(r_m: j\to j+m\) and reflections \(s_m: j\to m-j\), modulo 6, passing through atoms for even \(m\) and through bond midpoints for odd \(m\). The permutations commute with \(S\), hence with \(S^{-1/2}\), and act in the same way on the orthonormal basis. With the \(C_2'\) axes through atoms, the characters \((\chi(r_m),\chi(s_m))\) are \((1,1)\) for \(a_{1g}\), \((1,-1)\) for \(a_{2g}\), \(((-1)^m,(-1)^m)\) for \(b_{1u}\), \(((-1)^m,-(-1)^m)\) for \(b_{2u}\), \((2\cos\frac{\pi m}{3},0)\) for \(e_{1u}\) and \((2\cos\frac{2\pi m}{3},0)\) for \(e_{2g}\).

The vectors \(|k\rangle\) with components \(e^{i\pi kj/3}/\sqrt6\) span \(a_{1g}\) (\(k=0\)), \(e_{1u}\) (\(k=\pm1\)), \(e_{2g}\) (\(k=\pm2\)) and \(b_{1u}\) (\(k=3\)). For an invariant determinant \(P/2\) projects on an invariant space of dimension 3, and since each irrep occurs once that space is one singlet irrep plus one doublet. There are four such determinants. At \(R=3.2\) Å their energies are \(-1.93216\) (\(a_{1g}^2e_{1u}^4\)), \(-1.80926\) (\(b_{1u}^2e_{2g}^4\)), \(-1.76067\) (\(a_{1g}^2e_{2g}^4\)) and \(-1.76064\) Eh (\(b_{1u}^2e_{1u}^4\)). The first, \(P_0\) with energy \(E_0\), satisfies aufbau, with orbital energies \(-0.1928\), \(-0.1579\) (twice), \(-0.0048\) (twice) and \(+0.0307\) Eh. If labels on whole shells were compulsory, \(E_0\) would be the RHF energy.

**A path out of the symmetric set.** Keep \(|0\rangle\) and take, with \(c=\cos\theta\), \(s=\sin\theta\),

\[ \varphi_+=c\,|1\rangle+is\,|{-2}\rangle,\qquad \varphi_-=\varphi_+^{*}. \]

The pair spans the same space as the real orbitals \(\sqrt2\,\mathrm{Re}\,\varphi_+=c\,o_1+s\,a_1\) and \(\sqrt2\,\mathrm{Im}\,\varphi_+=c\,o_2+s\,a_2\), where \(o_1,o_2=(\cos\frac{\pi j}{3},\sin\frac{\pi j}{3})/\sqrt3\) and, from \(ie^{-i\alpha}=\sin\alpha+i\cos\alpha\), \(a_1,a_2=(\sin\frac{2\pi j}{3},\cos\frac{2\pi j}{3})/\sqrt3\). Each \(e_{1u}\) orbital is thus turned by \(\theta\) into an \(e_{2g}\) orbital. With \(d=j-l\),

\[ 6\,\varphi_+(j)\varphi_+^*(l)=c^2e^{i\pi d/3}+s^2e^{-2i\pi d/3}-ics\,e^{i\pi(j+2l)/3}+ics\,e^{-i\pi(2j+l)/3}. \]

Since \(j+2l=d+3l\) and \(2j+l=2d+3l\), both cross terms carry \(e^{\pm i\pi l}=(-1)^l\). The orbital \(\varphi_-\) adds the complex conjugate, and \(-ie^{i\alpha}+\text{c.c.}=ie^{-i\alpha}+\text{c.c.}=2\sin\alpha\). Adding \(1/6\) from \(|0\rangle\), multiplying by 2, and using \(2c^2=1+x\), \(2s^2=1-x\), \(2cs=y\) with \(x=\cos2\theta\), \(y=\sin2\theta\),

\[ P(\theta)=\bar P+xP_c+yP_s, \]
\[ \bar P_{jl}=\tfrac13\big[1+\cos\tfrac{\pi d}{3}+\cos\tfrac{2\pi d}{3}\big],\quad (P_c)_{jl}=\tfrac13\big[\cos\tfrac{\pi d}{3}-\cos\tfrac{2\pi d}{3}\big], \]
\[ (P_s)_{jl}=\tfrac13(-1)^l\big[\sin\tfrac{\pi d}{3}+\sin\tfrac{2\pi d}{3}\big]. \]

Inserting \(d=0,1,2,3\): the populations stay at 1, nearest-neighbour elements are \((1+x\pm\sqrt3\,y)/3\) with the sign alternating round the ring, second-neighbour elements vanish, and elements across the ring are \((1-2x)/3\). \(\bar P\) and \(P_c\) depend only on \(|d|\) and are invariant. Under \(r_m\), \(l\to l+m\) multiplies \(P_s\) by \((-1)^m\); under \(s_m\), \(d\to-d\) and \(l\to m-l\) multiply it by \(-(-1)^m\). So \(P_s\) transforms as \(b_{2u}\).

**The energy on the path.** Equation (1) about \(\bar P\) gives

\[ E=E[\bar P]+x\operatorname{tr}\bar FP_c+y\operatorname{tr}\bar FP_s+x^2W(P_c,P_c)+2xyW(P_c,P_s)+y^2W(P_s,P_s), \]

with \(\bar F=F[\bar P]\) invariant. Applying \(r_1\) to all matrices leaves \(\operatorname{tr}\bar FP_s\) and \(W(P_c,P_s)\) unchanged and also reverses their sign, so both vanish. With \(y^2=1-x^2\), \(E=\text{const}+\alpha x+bx^2\), where \(\alpha=\operatorname{tr}\bar FP_c\) and \(b=W(P_c,P_c)-W(P_s,P_s)\). Put \(x=1-u\), \(u=2\sin^2\theta\), and \(\lambda=-(\alpha+2b)/2\). Then \(\alpha x+bx^2=\alpha+b-(\alpha+2b)u+bu^2\), and

\[ E(\theta)=E_0+2\lambda u+bu^2, \tag{2} \]

exact in the minimal basis for all \(\theta\). The number \(\lambda\) is an eigenvalue of \(M\). The general expansion (4) below reads \(E=E_0+2\kappa^TM\kappa+\dots\) for rotation amplitudes \(\kappa_{ai}\); here two amplitudes equal \(\theta\), so \(|\kappa|^2=2\theta^2\approx u\), and (2) becomes \(E_0+2\lambda|\kappa|^2\). That this direction is an eigenvector follows from counting. The nine rotations carry the product of the occupied character and the virtual one. On \(r_0,\dots,r_5\) these are \((3,2,0,-1,0,2)\) and \((3,-2,0,1,0,-2)\), with product \((9,-4,0,-1,0,-4)\); on \(s_m\) they are \(1\) and \((-1)^m\). The multiplicities \(\frac1{12}\sum_g\chi_\Gamma\chi\) are \((9-4-1-4\pm0)/12=0\) for \(a_{1g}\) and \(a_{2g}\), \((18+6)/12=2\) for \(b_{1u}\), \((18-6)/12=1\) for \(b_{2u}\), \((18-4+2-4)/12=1\) for \(e_{1u}\) and \((18+4-2+4)/12=2\) for \(e_{2g}\). The \(b_{2u}\) block is \(1\times1\), and there is no \(a_{1g}\) rotation, which by part (b) of the theorem makes \(P_0\) stationary at every \(R\).

**The broken solution.** Because \(du/d\theta=2\sin2\theta\), \(dE/d\theta=4(\lambda+bu)\sin2\theta\). Besides \(u=0\) and \(u=2\) (the determinant \(a_{1g}^2e_{2g}^4\)) there is, for \(b>0\) and \(-2b<\lambda<0\), a root

\[ u^*=-\lambda/b,\qquad \Delta E=2\lambda u^*+bu^{*2}=-\lambda^2/b. \tag{3} \]

It is stationary against all nine rotations. \(P(\theta)\) is invariant under the subgroup \(H=\{r_0,r_2,r_4,s_1,s_3,s_5\}\) on which the \(b_{2u}\) character is \(+1\); with the molecular plane this is \(D_{3h}\). By part (b) applied to \(H\), the gradient at \(P(\theta)\) is \(H\)-invariant. The occupied characters on (identity, threefold rotations, reflections) are \((3,0,1)\), the virtual ones \((3,0,-1)\), and these integers cannot change as \(\theta\) varies continuously. The number of \(H\)-invariant rotations is \((9+0-3)/6=1\). That rotation is the path itself, along which the derivative vanishes. The curvature there is \(d^2E/d\theta^2=2b(du/d\theta)^2=8b\sin^22\theta\). An eigenvalue \(\lambda'\) contributes \(2\lambda'\cdot2\,\delta\theta^2\), whose second derivative is \(8\lambda'\), so \(\lambda'=b(1-x^2)=bu^*(2-u^*)=-\lambda(2-u^*)>0\).

**Numbers at \(R=3.2\) Å, RHF/STO-3G.** The lowest eigenvalues of the blocks of \(M\) are \(+0.1018\) (\(b_{1u}\)), \(-0.0122\) (\(b_{2u}\)), \(+0.3391\) (\(e_{1u}\)) and \(+0.0781\) Eh (\(e_{2g}\)). With \(\lambda=-0.012220\) Eh from the integrals in \(M\) and \(b=0.055093\) Eh from \(W\),

\[ u^*=\frac{0.012220}{0.055093}=0.2218,\qquad \sin^2\theta^*=0.1109,\qquad \theta^*=19.45^\circ, \]
\[ \Delta E=-\frac{(0.012220)^2}{0.055093}=-0.00271\ \text{Eh}=-0.074\ \text{eV}. \]

Then \(x=0.7782\), \(y=\sqrt{1-0.7782^2}=0.6280\), and the bond orders are \((1.7782\pm1.0877)/3=0.955\) and \(0.230\), against \(2/3\) for \(P_0\). The curvature at the new point is \(\lambda'=0.012220\times1.7782=0.02173\) Eh. At \(u=2\), (2) gives \(-1.932163+4(-0.012220)+4(0.055093)=-1.76067\) Eh, the energy of \(a_{1g}^2e_{2g}^4\) quoted above. The numerical check tests (2) at six angles between \(-1.2\) and \(1.5\) rad, and tests (3) against a free minimisation over all nine rotations, which ends at \(-1.934874\) Eh with every eigenvalue of \(M\) positive, the lowest being 0.02173 Eh.

No choice of orbitals gives this state \(D_{6h}\) labels. Let \(\Pi\) project on \(e_{2g}\). The weight \(\sum_i\langle\varphi_i|\Pi|\varphi_i\rangle=\operatorname{tr}\Pi P/2\) does not change when occupied orbitals are mixed, and it would be an integer if each orbital belonged to one irrep. Here it is \(2\sin^2\theta^*=u^*=0.2218\). The canonical orbitals, at \(-0.1865\) and \(-0.1638\) Eh (twice), carry the \(D_{3h}\) labels \(a_1'\) and \(e'\), and each \(e'\) orbital mixes an ungerade with a gerade function. The rotation \(r_1\) sends \(\theta^*\) to \(-\theta^*\), the partner with strong and weak bonds exchanged and the same energy.

At \(R=2.0\) Å all blocks are positive, the lowest being \(b_{2u}\) at \(+0.0763\) Eh, and three random starts near \(P_0\) return to it. The \(b_{2u}\) eigenvalue crosses zero at \(R_c=2.82\) Å. If \(\lambda\) crosses linearly and \(b\) stays positive, (3) gives \(\theta^*\propto(R-R_c)^{1/2}\) and \(\Delta E\propto-(R-R_c)^2\) just beyond \(R_c\), so the broken branch leaves the symmetric one continuously.

**Why \(\lambda\) changes sign.** In the zero-differential-overlap limit (the Pariser–Parr–Pople, PPP, model) \(h\) has \(-t\) between neighbours and \((pq|rs)=\delta_{pq}\delta_{rs}\gamma_{pr}\). The Coulomb and on-site terms depend only on the populations, which are constant on the path. Each unordered pair contributes \(2h_{pq}P_{pq}-\frac12\gamma_{pq}P_{pq}^2\). Let \(\gamma_{12}\) be the repulsion between neighbours, \(\gamma_{14}\) that across the ring, and \(g=\gamma_{12}-\gamma_{14}\). Over six bonds \(\sum P=2(1+x)\) and \(\sum P^2=\frac39\cdot2[(1+x)^2+3y^2]=\frac23(4+2x-2x^2)\); over three cross pairs \(\sum P^2=\frac13(1-2x)^2\). Hence

\[ E=\text{const}-4t(1+x)-\tfrac{\gamma_{12}}{3}(4+2x-2x^2)-\tfrac{\gamma_{14}}{6}(1-4x+4x^2), \]

so \(\alpha=-4t-\frac23g\), \(b=\frac23g\), and \(\lambda=-(\alpha+2b)/2=2t-g/3\). In this model hopping resists the rotation, and exchange, being quadratic in the bond orders, gains from making them unequal; the symmetric solution is unstable for \(t<g/6\), with \(u^*=\frac12-3t/g\). As \(t\to0\), \(\theta^*\to30^\circ\) and the bond orders tend to 1 and 0, which describes three separate two-centre bonds. With round parameters \(t=0.25\) eV, on-site repulsion 12 eV and \(\gamma_{12},\gamma_{13},\gamma_{14}=6,4,3\) eV, one has \(g=3\) eV, \(\lambda=0.5-1=-0.5\) eV, \(b=2\) eV, \(u^*=0.25\) and \(\Delta E=-0.25/2=-0.125\) eV, of which the program confirms \(\lambda\) and \(b\) from the integrals and \(\Delta E\) by free minimisation. For H\(_6\) at 3.2 Å the orthogonalised integrals \(\gamma_{12}=0.16536\) and \(\gamma_{14}=0.08268\) Eh give \(2g/3=0.05512\) Eh, within 0.1% of \(b\), so the model accounts for the quartic coefficient at this distance. In the model \(a_{1g}^2e_{1u}^4\) and \(b_{1u}^2e_{2g}^4\) have bond orders \(\pm\frac23\) and equal exchange, so they differ by \(16t\). The energies quoted above give \(t=(1.93216-1.80926)/16=0.00768\) Eh and \(2t-g/3=-0.01220\) Eh, against \(\lambda=-0.01222\) Eh. At 2.0 Å the same recipe gives \(t=0.0609\), \(g=0.131\) and \(2t-g/3=+0.0783\) Eh, against \(+0.0763\) Eh. In this basis the sign change thus comes from a hopping that falls faster with \(R\) than \(g\) does.

## The general statement

Under the conventions above:

(a) If \(P\) is invariant, \(F[P]\) commutes with all \(D(g)\) and its eigenvectors can be chosen within irreps. If also \(\varepsilon_n<\varepsilon_{n+1}\), the aufbau density built from \(F[P]\) is invariant.

The H\(_6\) hexagon at 3.2 Å in STO-3G has a bond-alternating RHF solution below the \(D_{6h}\) one, and no choice of its orbitals carries \(D_{6h}\) labels. Still to come are parts (b) and (c) of the theorem, the proofs of all three parts, the expansion (4) already used here, and the limits of the statement.

Numerical values quoted here were computed with a short program.
